# Why linear extrapolation misplaces a Gaussian-broadened square-root valence edge

**Question.** The valence-band edge of a film can be read from a photoemission spectrum by drawing a straight line through the leading edge and taking its intersection with the baseline. Suppose the density of states rises as a square root and the instrument has a Gaussian response. Why does the line miss the true edge, in which direction, and by how much? Can a better choice of fitting window remove the error?

**Answer.**

## What the line assumes

Let $B$ be the binding energy measured from the Fermi level, increasing into the valence band. Let $B_V$ be the true band edge and $E=B-B_V$. The band occupies $E>0$ and the gap lies at $E<0$. An intercept at negative $E$ therefore places the valence edge too close to the Fermi level.

For an isotropic parabolic band with hole mass $m$, the states within energy $E$ of the edge fill a sphere of radius $k=\sqrt{2mE}/\hbar$. With two spin states, their number per volume is

$$N(E)=2\,\frac{4\pi k^3/3}{(2\pi)^3}=\frac{(2mE)^{3/2}}{3\pi^2\hbar^3},\qquad g(E)=\frac{dN}{dE}=\frac{(2m)^{3/2}}{2\pi^2\hbar^3}\sqrt E .$$

I assume that these states are filled, that the photoemission matrix element is constant near the edge, that the background has been subtracted, and that there is no noise. The intensity is then proportional to $\sqrt E$ before broadening. A constant prefactor multiplies the height and the slope of the spectrum equally, so it cancels from every intercept, and $\hbar$ and $m$ go with it.

A straight line finds the edge correctly if the spectrum is straight all the way down to zero. Two things prevent this.

The first is the shape of the density of states. The tangent to $\sqrt E$ at energy $E$ has slope $1/(2\sqrt E)$ and reaches zero at

$$E_0=E-\frac{\sqrt E}{1/(2\sqrt E)}=E-2E=-E .$$

Even a perfect instrument gives an intercept in the gap, as far below the edge as the tangent point is above it. The curve steepens towards the edge, and the line does not follow it.

The second is broadening, which carries intensity into the gap and rounds the onset. To avoid the rounded part one must fit higher up, but there the curvature of the square root costs more. To reduce the curvature error one must fit lower down, where the onset is rounded. The size of the remaining error follows from treating both effects together.

## One formula for both effects

It helps to let the density of states be $E^p$ with $p>0$, because varying $p$ shows what the shape does. The response is a normalized Gaussian of standard deviation $\sigma$:

$$I(E)=\int_0^\infty t^p\,G(E-t)\,dt,\qquad G(\epsilon)=\frac{e^{-\epsilon^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}.$$

Primes denote derivatives with respect to $E$. Since $\partial_E G(E-t)=-\partial_t G(E-t)$, integration by parts gives

$$I'(E)=-\int_0^\infty t^p\,\partial_tG(E-t)\,dt=p\int_0^\infty t^{p-1}G(E-t)\,dt .$$

The boundary terms vanish because $t^p=0$ at $t=0$ and $G$ vanishes at infinity. Both $I$ and $I'$ are positive at every $E$. For the second derivative, use $\sigma^2\partial_EG(E-t)=(t-E)\,G(E-t)$:

$$\sigma^2I''=p\int_0^\infty t^{p-1}(t-E)\,G(E-t)\,dt=pI-EI' .$$

Thus $pI=\sigma^2I''+EI'$. The tangent at $E$ reaches zero at $E_0=E-I/I'$, and substituting for $I$ gives

$$E_0=E\left(1-\frac1p\right)-\frac{\sigma^2}{p}\frac{I''}{I'} .$$

The first term is the error without broadening, and I call it the shape term. The second is the change caused by broadening. It also depends on the density of states, through $I''/I'$, so the two causes are not independent. For the square root,

$$E_0=-E-2\sigma^2\frac{I''}{I'} .$$

## Separating the causes

A linear density of states, $p=1$, has no shape term. With $x=E/\sigma$, and with $\varphi$ and $\Phi$ the density and cumulative distribution of the standard normal law, $I'=\Phi(x)$ and $I''=\varphi(x)/\sigma$. Hence

$$E_0=-\sigma\,\frac{\varphi(x)}{\Phi(x)} .$$

Broadening alone pushes the intercept into the gap, but this error dies out rapidly above the edge. For a truly linear edge, fitting higher cures the problem.

For the square root it does not. When $E\gg\sigma$, the spectrum approaches $\sqrt E$, so to leading order

$$\frac{I''}{I'}\approx\frac{-\tfrac14E^{-3/2}}{\tfrac12E^{-1/2}}=-\frac1{2E},\qquad E_0\approx-E+\frac{\sigma^2}{E}.$$

High on the edge, broadening slightly offsets the shape error, yet the total error grows with $E$.

The sign is a property of the shape. For $p>1$ the density of states is convex, the shape term $E(1-1/p)$ is positive, and a tangent taken high enough lands inside the band. Low on the same edge broadening can still push the intercept into the gap, so there is a crossing point where the two errors cancel. That point gives no general rule, because it depends on $p$ and $\sigma$.

## The best possible tangent

For $p=1/2$, the change of the intercept with tangent point is

$$\frac{dE_0}{dE}=1-\frac{I'^2-II''}{I'^2}=\frac{II''}{I'^2},$$

which has the sign of $I''$. To find that sign, write $h=I'$ and differentiate $\sigma^2I''+EI'=I/2$:

$$\sigma^2h''+Eh'+h=\frac h2\quad\Longrightarrow\quad\sigma^2h''+Eh'+\frac h2=0 .$$

Wherever $h'=0$, this gives $h''=-h/(2\sigma^2)<0$, so every stationary point of the slope is a maximum. Two maxima would need a minimum between them, so there is at most one. Since $h$ is positive and tends to zero at both ends, there is exactly one. Call it $E_*$. The intercept rises with $E$ up to this inflection point of the spectrum and falls beyond it, so the steepest tangent gives the largest $E_0$.

At the inflection $I''=0$, so $E_*I'=I/2$. This makes $E_*$ positive and gives

$$\frac{I}{I'}=2E_*,\qquad E_0=E_*-2E_*=-E_* .$$

The intercept of the steepest tangent is the mirror image of the inflection point in the true edge. Every other tangent lands deeper in the gap.

In units of $\sigma$, $E_*=x_*\sigma$, where $x_*$ is the root of

$$\int_0^\infty t^{-1/2}(t-x)\,e^{-(x-t)^2/2}\,dt=0 .$$

This is the condition $I''=0$ with $t$ now measured in $\sigma$. In terms of the parabolic cylinder function it reads $D_{1/2}(-x)=0$, and its numerical root is $x_*=0.765$.

## Why a fitted window does not escape

The line can also be fitted to many points. Take a least-squares fit with positive weights $w_i$ at energies $E_i$, and let $r_i$ be the residuals. The fit conditions are $\sum w_ir_i=0$ and $\sum w_ir_iE_i=0$. If the residuals changed sign just once, at some energy $c$, all nonzero terms of $\sum w_ir_i(E_i-c)$ would have the same sign and the sum could not vanish. With no sign change, the first condition would fail. So either all residuals are zero or they change sign at least twice. In both cases the line meets the smooth spectrum at two points $a<b$ and is a chord of the curve.

The chord slope $s$ is the average of $I'$ between $a$ and $b$, and its intercept is $a-I(a)/s$. There are two cases.

- If $a\le E_*$, then $s\le M$, where $M=I'(E_*)$ is the greatest slope. The intercept is at most $a-I(a)/M$. This expression has derivative $1-I'(a)/M\ge0$, so it does not exceed its value at $a=E_*$, which is $-E_*$.
- If $a>E_*$, the slope decreases beyond $a$, so $s\le I'(a)$. The intercept is at most that of the tangent at $a$, which is below $-E_*$.

For this model, then, any least-squares line with positive weights obeys

$$E_0\le-x_*\sigma .$$

A better window can approach this limit but cannot pass it.

Without broadening, the fitted line can be found in closed form. Let the window be $0\le E\le W$, sampled uniformly, and put $u=E/W$. The mean of $u$ is $1/2$, its variance is $1/12$, and the mean of $u^p$ is $1/(p+1)$. The covariance is

$$\frac1{p+2}-\frac1{2(p+1)}=\frac{p}{2(p+1)(p+2)} .$$

Dividing by the variance gives the slope $6p/[(p+1)(p+2)]$, and the intercept is

$$\frac{E_0}{W}=\frac12-\frac{1}{p+1}\,\frac{(p+1)(p+2)}{6p}=\frac{p-1}{3p} .$$

For a square root this is $-W/3$: the choice of window alone moves the apparent edge.

## A numerical case

Take $B_V=1.00$ eV and a response with full width at half maximum (FWHM) of 0.40 eV. A Gaussian falls to half its height at $\sigma\sqrt{2\ln2}$ on each side, so

$$\sigma=\frac{0.40\ \text{eV}}{2\sqrt{2\ln2}}=0.170\ \text{eV},\qquad x_*\sigma=0.765\times0.170\ \text{eV}=0.130\ \text{eV}.$$

The inflection lies at 1.130 eV and the steepest tangent meets the baseline at 0.870 eV. The smallest possible error is thus $-0.130$ eV, or $-2.08\times10^{-13}$ erg. It is 0.325 of the FWHM, so at a FWHM of 0.10 eV it is still about $-0.03$ eV.

The next table gives tangent errors $E_0$ in eV, with the convolution evaluated by numerical quadrature. The shape and broadening columns split the square-root result into its two terms.

| $E$ | shape | broadening | total, $p=\frac12$ | $p=1$ | $p=\frac32$ |
|---|---|---|---|---|---|
| 0.0 | 0.000 | −0.162 | −0.162 | −0.136 | −0.118 |
| 0.1 | −0.100 | −0.032 | −0.132 | −0.079 | −0.050 |
| 0.2 | −0.200 | +0.058 | −0.142 | −0.038 | +0.010 |
| 0.4 | −0.400 | +0.095 | −0.305 | −0.004 | +0.106 |
| 0.8 | −0.800 | +0.039 | −0.761 | 0.000 | +0.254 |

At the edge itself the whole error comes from broadening. The broadening term changes sign at the inflection, 0.130 eV above the edge, because $I''$ does. Higher up, the shape term dominates. The linear edge becomes accurate there, while the convex one errs into the band.

Least-squares lines on the square-root edge, fitted to dense uniform samples, give these errors in eV:

| window in $E$ | no broadening | broadened |
|---|---|---|
| 0.0 to 0.2 | −0.067 | −0.137 |
| 0.0 to 0.4 | −0.133 | −0.151 |
| 0.2 to 0.6 | −0.375 | −0.282 |
| 0.0 to 1.0 | −0.333 | −0.303 |

The short window near the edge comes close to the limit of $-0.130$ eV. In the last two rows the broadened spectrum gives the smaller error, so better resolution with an unchanged window can make the extrapolated edge worse.

For a band offset, what matters is the difference of two such errors. Two square-root edges measured with the same $\sigma$ and read by their steepest tangents have equal errors, which cancel. If one is measured with a FWHM of 0.60 eV and the other with 0.40 eV, the errors are $-0.195$ and $-0.130$ eV, which leaves a false offset of $-0.065$ eV. Equal resolution is not sufficient when the shapes differ. Tangents taken 0.4 eV above a square-root and a linear edge differ in error by $-0.305-(-0.004)=-0.301$ eV.

## Using the mirror relation

Let $B_i$ be the binding energy of the inflection and $B_0$ the intercept of the steepest tangent. Because they lie symmetrically about the edge,

$$B_V=\frac{B_i+B_0}{2},$$

and $\sigma$ need not be known. I sampled the noise-free model spectrum every 0.01 eV, joined the points by a cubic spline and located its greatest slope. This gave $B_i=1.130$ eV and $B_0=0.870$ eV, whose mean is 1.000 eV.

Noise affects the two readings differently. Near the inflection, $h''=-h/(2\sigma^2)$, so at a distance $\delta$ from it the slope has fallen by the fraction $\delta^2/(4\sigma^2)$. A fall of 1% corresponds to $\delta=0.2\sigma=0.034$ eV. If the steepest point is misplaced by this amount, $B_i$ moves by 0.034 eV. The intercept is stationary there and hardly moves, so the midpoint shifts by about 0.017 eV. This estimate covers only the misplaced point. Noise also enters the slope itself, and choosing the largest of many noisy slopes overestimates it, which moves the intercept towards the band and can carry it past $-x_*\sigma$. A noisy spectrum must therefore be smoothed before it is differentiated; an interpolating spline is fit only for noise-free data. After smoothing, the midpoint still scatters more than the intercept, so it removes a systematic error at the price of greater sensitivity to noise.

It also relies on the square-root law. Suppose the density of states is $\sqrt E(1+\beta E)$ with $\beta>0$, and let $I_{1/2}$ and $I_{3/2}$ be the broadened powers, so that $I=I_{1/2}+\beta I_{3/2}$. Adding the identities for the two powers gives

$$\sigma^2I''+EI'=\tfrac12I_{1/2}+\tfrac32\beta I_{3/2}=\tfrac12I+\beta I_{3/2}.$$

At an inflection $E_i$, this becomes $I/I'=2E_i-2\beta I_{3/2}/I'$. The tangent intercept is then $E_0=-E_i+2\beta I_{3/2}/I'$, and the midpoint is wrong by

$$\frac{E_i+E_0}{2}=\beta\,\frac{I_{3/2}}{I'}>0 .$$

For $\beta=0.5\ \text{eV}^{-1}$ and the same resolution, a numerical root search puts the inflection nearest the edge, a local maximum of the slope, at $+0.179$ eV and its tangent intercept at $-0.110$ eV. (Higher up the term in $\beta$ makes the slope rise again, so there is a second inflection, where the slope has a minimum. It is not the one used here. If $\beta\sigma$ exceeds about 0.20, which is $\beta\approx1.2\ \text{eV}^{-1}$ at this resolution, the slope has no local maximum at all, and the midpoint rule cannot be applied.) The midpoint error is $(0.179-0.110)/2=+0.034$ eV, into the band. This intercept lies closer to the edge than $-0.130$ eV, which shows that the bound belongs to the pure square root and not to every valence edge.

The same caution applies to a measured spectrum. Real valence bands need not stay parabolic over the several tenths of an eV that this resolution samples. In a nearest-neighbour $sp^3s^*$ tight-binding model of silicon without spin-orbit coupling, broadened to a FWHM of 0.40 eV, the slope has no maximum near the edge, so the midpoint rule does not apply. Lines fitted over windows from 0.0–0.4 eV to 0.3–1.0 eV miss the edge by about $-0.10$ to $+0.02$ eV. The size and even the sign of the errors derived above hold for the square-root edge, not for every film. An energy-dependent matrix element, a surface state, a residual background or a non-Gaussian response changes the function being extrapolated. A broadened model of the density of states can instead be fitted to the whole edge region, but the result is only as good as the assumed shape. With a wrong shape, a fit over a wide range can err more than the midpoint does. One should therefore see how far the fitted edge moves when the assumed shape and the fitted range are changed.

Numerical values quoted here were computed with a short program.
